**Holtsmark field distribution and the quasistatic wing of H-beta**

For static, independent, singly charged ions of density n, the field strength F has density H(F/F0)/F0, where F0 is the Holtsmark normal field. The ionic quasistatic line profile S(E), with E the detuning energy, tends to K|E|^(-5/2), where K is proportional to n. The program asserts that H agrees with an independent real-axis quadrature, is normalized, and has the derived weak- and strong-field limits. It also compares the distribution and the integrated line wing with 200,000 random ion configurations. Stark shifts and component weights come from diagonalizing the dipole operator, and the isotropic average is tested with tilted fields. For H-beta at n = 10²² m⁻³, the output gives K = 0.593 meV^(3/2) and a logarithmic slope that moves from −2.89 at 5 meV to −2.51 at 80 meV. Electron impact broadening and field gradients are not included, so these numbers describe the model's ionic contribution, not a complete measured line.

## Check in Python

```python
"""Holtsmark field distribution and the quasistatic Stark wing of H-beta.

Result under test: static independent ions of density n give a field F with
density H(F/F0)/F0, F0 = 2 pi (4/15)^(2/3) C n^(2/3), C = e/(4 pi eps0), and
H(b) = (2b/pi) int_0^inf y sin(b y) exp(-y^1.5) dy ~ 15/(4 sqrt(2 pi)) b^-2.5.
A line whose components X (weight p_X) shift by 1.5 e a0 X F then has the wing
S(E) = K E^-2.5, K = 2 pi n (1.5 hbar^2/m_e)^1.5 sum_{X>0} p_X X^1.5.
E is the detuning as an energy; S is normalized over both sides of the line.
"""
from functools import lru_cache
from math import factorial
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import eval_genlaguerre
from sympy.physics.wigner import gaunt

pi = np.pi
field_factor = 2 * pi * (4 / 15) ** (2 / 3)      # F0 / (C n^(2/3))
c1 = 15 / (4 * np.sqrt(2 * pi))                  # coefficient of b^-2.5
c2 = 24 / pi                                     # coefficient of b^-4

# ---------- Holtsmark function on a rotated contour ----------
nodes, weights = np.polynomial.legendre.leggauss(200)
u_nodes, u_weights = 4.5 * (nodes + 1), 4.5 * weights


def holtsmark(beta):
    b = np.asarray(beta, float)[..., None]
    direction = np.exp(1j * pi / 6) / (1 + b)
    y = u_nodes ** 2 * direction
    jacobian = 2 * u_nodes * direction
    integrand = y * np.exp(1j * b * y - y ** 1.5) * jacobian
    return 2 * b[..., 0] / pi * np.sum(u_weights * integrand, axis=-1).imag


def holtsmark_cdf(b):
    return 0.5 * b * np.sum(weights * holtsmark(0.5 * b * (nodes + 1)))


def holtsmark_real_axis(b):
    value = quad(lambda y: y * np.exp(-y ** 1.5), 0, 15, weight='sin',
                 wvar=b, epsabs=1e-12, limit=300)[0]
    return 2 * b / pi * value


for b in (0.3, 1.6, 5.0, 20.0):
    assert abs(holtsmark(b) / holtsmark_real_axis(b) - 1) < 1e-6

# integral in the exponent; the range below d uses the power series of sin
d = 0.01
exponent_integral = (np.sqrt(d) / 3 - d ** 2.5 / 300
                     + quad(lambda x: (x - np.sin(x)) / x ** 3.5, d, 100,
                            limit=500)[0] + (2 / 3) * 100 ** -1.5)
assert abs(exponent_integral - 4 * np.sqrt(2 * pi) / 15) < 1e-6

norm = quad(lambda u: 2 * u * float(holtsmark(u * u)), 0, 10, limit=200)[0]
norm += (2 / 3) * c1 * 100 ** -1.5 + c2 / 3 * 100 ** -3
assert abs(norm - 1) < 1e-6
assert abs(holtsmark(0.01) / (4 * 0.01 ** 2 / (3 * pi)) - 1) < 1e-3
assert abs(holtsmark(1000.0) * 1000 ** 2.5 / c1 - 1) < 1e-3
second = (holtsmark(200.0) - c1 * 200 ** -2.5) * 200 ** 4
assert abs(second / c2 - 1) < 5e-3
beta_peak = minimize_scalar(lambda b: -float(holtsmark(b)),
                            bounds=(0.5, 3), method='bounded').x

# density of the nearest ion's field alone, in units of F0
b = 300.0
f = b * field_factor
nearest_density = (2 * pi * f ** -2.5 * np.exp(-4 * pi / 3 * f ** -1.5)
                   * field_factor)
assert abs(holtsmark(b) / nearest_density - 1) < 5e-3

# ---------- random ions, with n = 1 and C = 1 ----------
rng = np.random.default_rng(12345)
beta_list, deviation_list = [], []
for _ in range(10):
    shape = (20000, 100)
    volume = np.cumsum(rng.exponential(size=shape), axis=1)
    radius = (3 * volume / (4 * pi)) ** (1 / 3)
    cos_t = rng.uniform(-1, 1, shape)
    phi = rng.uniform(0, 2 * pi, shape)
    strength = radius ** -2
    across = strength * np.sqrt(1 - cos_t ** 2)
    parts = (across * np.cos(phi), across * np.sin(phi), strength * cos_t)
    # all ions beyond the hundredth: Gaussian field of the correct variance
    sigma = np.sqrt(4 * pi / (3 * radius[:, -1]))
    total = np.array([p.sum(axis=1) + sigma * rng.normal(size=shape[0])
                      for p in parts])
    nearest = np.array([p[:, 0] for p in parts])
    size = np.linalg.norm(total, axis=0)
    beta_list.append(size / field_factor)
    deviation_list.append(np.linalg.norm(total - nearest, axis=0) / size)
beta_mc = np.concatenate(beta_list)
deviation = np.concatenate(deviation_list)
cdf_rows = [(b, np.mean(beta_mc < b), holtsmark_cdf(b))
            for b in (1.0, 2.0, 4.0, 10.0)]
for b, sampled, formula in cdf_rows:
    assert abs(sampled - formula) < 0.005
tail_mc, tail_formula = 1 - cdf_rows[-1][1], 1 - cdf_rows[-1][2]
assert abs(tail_mc - tail_formula) < 0.002
dev_strong = np.median(deviation[beta_mc > 20])
dev_core = np.median(deviation[(beta_mc > 1) & (beta_mc < 2)])
assert dev_strong < 0.15 and dev_core > 0.3


# ---------- hydrogen Stark components by diagonalization ----------
def radial(n, l, r):
    scale = np.sqrt((2 / n) ** 3 * factorial(n - l - 1)
                    / (2 * n * factorial(n + l)))
    x = 2 * r / n
    return (scale * np.exp(-x / 2) * x ** l
            * eval_genlaguerre(n - l - 1, 2 * l + 1, x))


@lru_cache(None)
def radial_integral(na, la, nb, lb):
    return quad(lambda r: radial(na, la, r) * radial(nb, lb, r) * r ** 3,
                0, 150, limit=300)[0]


@lru_cache(None)
def dipole(na, nb):
    """Spherical components r_q, q = -1, 0, 1, between two shells (a0)."""
    rows = [(l, m) for l in range(na) for m in range(-l, l + 1)]
    cols = [(l, m) for l in range(nb) for m in range(-l, l + 1)]
    result = {q: np.zeros((len(rows), len(cols))) for q in (-1, 0, 1)}
    for i, (la, ma) in enumerate(rows):
        for j, (lb, mb) in enumerate(cols):
            q = ma - mb
            if abs(la - lb) == 1 and abs(q) <= 1:
                angular = float(gaunt(la, 1, lb, -ma, q, mb))
                result[q][i, j] = ((-1) ** abs(ma) * np.sqrt(4 * pi / 3)
                                   * angular
                                   * radial_integral(na, la, nb, lb))
    return result


def shell_states(n, cos_angle):
    """Stark shifts in e a0 F for a field tilted from the z axis."""
    r = dipole(n, n)
    x_matrix = (r[-1] - r[1]) / np.sqrt(2)
    sin_angle = np.sqrt(1 - cos_angle ** 2)
    return np.linalg.eigh(cos_angle * r[0] + sin_angle * x_matrix)


def component_strengths(cos_angle, polarizations):
    e_up, v_up = shell_states(4, cos_angle)
    e_low, v_low = shell_states(2, cos_angle)
    label = np.rint((e_up[:, None] - e_low[None, :]) / 1.5).astype(int)
    s = sum((v_up.T @ dipole(4, 2)[q] @ v_low) ** 2 for q in polarizations)
    return np.bincount((label + 14).ravel(), s.ravel(), minlength=29)


for n in (2, 4):
    parabolic = [1.5 * n * (n1 - n2) for n1 in range(n) for n2 in range(n)
                 for m in range(-n + 1, n) if n1 + n2 + abs(m) == n - 1]
    assert np.allclose(shell_states(n, 1.0)[0], sorted(parabolic), atol=1e-6)

p_all = component_strengths(1.0, (-1, 0, 1))
p_all = p_all / p_all.sum()
# fixed line of sight along z, field directions averaged over the sphere
angle_nodes, angle_weights = np.polynomial.legendre.leggauss(4)
p_view = sum(w * component_strengths(c, (-1, 1))
             for c, w in zip(angle_nodes, angle_weights))
assert np.allclose(p_view / p_view.sum(), p_all, atol=1e-8)
assert np.allclose(p_all, p_all[::-1], atol=1e-8)
assert p_all[14] < 1e-10
X = np.arange(2, 15, 2)
p = p_all[14 + X]
assert abs(2 * p.sum() - 1) < 1e-8
moment = np.sum(p * X ** 1.5)
X_eff = (2 * moment) ** (2 / 3)

# ---------- line profile ----------
density, temperature = 1e22, 1e4
a0 = sc.physical_constants['Bohr radius'][0]
meV = 1e-3 * sc.e
C = sc.e / (4 * pi * sc.epsilon_0)


def normal_field(n):
    return field_factor * C * n ** (2 / 3)


def profile(energy, n=density):
    shift = 1.5 * sc.e * a0 * normal_field(n) / meV * X
    return float(np.sum(p / shift * holtsmark(energy / shift)))


def slope(energy):
    h = 1.01
    return (np.log(profile(energy * h) / profile(energy / h))
            / (2 * np.log(h)))


F0 = normal_field(density)
unit_shift = 1.5 * sc.e * a0 * F0 / meV
K = 2 * pi * density * (1.5 * sc.hbar ** 2 / sc.m_e / meV) ** 1.5 * moment
K2 = c2 * np.sum(p * (unit_shift * X) ** 3)
half = quad(lambda u: 2 * u * profile(u * u), 0, 20, limit=300)[0]
half += (2 / 3) * K * 400 ** -1.5
assert abs(half - 0.5) < 1e-5
assert abs(profile(1000.0) / (K * 1000 ** -2.5) - 1) < 2e-3
assert abs(slope(1000.0) + 2.5) < 2e-3
assert abs(profile(80.0) / (K * 80 ** -2.5 + K2 * 80 ** -4.0) - 1) < 1e-3
density_ratio = profile(80.0, 2 * density) / profile(80.0)
assert abs(density_ratio - 2) < 0.1
wing_mc = sum(pk * np.mean(unit_shift * xk * beta_mc > 10)
              for pk, xk in zip(p, X))
wing_profile = 0.5 - quad(profile, 0, 10, limit=200)[0]
assert abs(wing_mc / wing_profile - 1) < 0.04
grid = np.linspace(0.05, 5, 496)
peak_energy = grid[np.argmax([profile(e) for e in grid])]

# ---------- scales that limit the quasistatic linear picture ----------
kT = sc.k * temperature
debye = np.sqrt(sc.epsilon_0 * kT / (density * sc.e ** 2))


def ion_radius(energy):
    return np.sqrt(1.5 * X_eff * sc.hbar ** 2 / sc.m_e / (energy * meV))


def static_limit(reduced_mass):
    speed_squared = 8 * kT / (pi * reduced_mass)
    return sc.m_e * speed_squared / (1.5 * X_eff) / meV


ion_limit, electron_limit = static_limit(sc.m_p / 2), static_limit(sc.m_e)
assert ion_limit < 5 and electron_limit > 80
s = ion_radius(20) / debye
screening = (1 + s) * np.exp(-s)
assert screening > 0.99
rydberg = sc.h * sc.c * sc.Rydberg
line_energy = rydberg * (1 / 4 - 1 / 16)
wavelength = sc.h * sc.c / line_energy * 1e9
doppler = line_energy * np.sqrt(kT / (sc.m_p * sc.c ** 2)) / meV
fine = sc.alpha ** 2 * rydberg / 16 / meV

print(f"integral in exponent, quadrature: {exponent_integral:.6f}")
print(f"4 sqrt(2 pi)/15: {4 * np.sqrt(2 * pi) / 15:.6f}")
print(f"F0/(C n^(2/3)): {field_factor:.4f}")
print(f"wing coefficients of H: {c1:.4f} (b^-5/2), {c2:.4f} (b^-4)")
print(f"most probable beta: {beta_peak:.3f}")
for b, sampled, formula in cdf_rows:
    print(f"P(beta<{b:g}): random ions {sampled:.4f}, formula {formula:.4f}")
print(f"random configurations: {beta_mc.size}")
print(f"median |F-F_nearest|/F, beta>20: {dev_strong:.3f}")
print(f"median |F-F_nearest|/F, 1<beta<2: {dev_core:.3f}")
print(f"ion density: {density:.1e} m^-3; temperature: {temperature:.0f} K")
print(f"F0: {F0:.4e} V/m")
print(f"shift per unit X at F0: {unit_shift:.5f} meV")
print(f"H-beta weight at X=0: {abs(p_all[14]):.1e}")
for xk, pk in zip(X, p):
    print(f"H-beta weight at X=+{xk} (same at -{xk}): {pk:.5f}")
print(f"sum over X>0 of p X^1.5: {moment:.4f}")
print(f"effective X = (2 sum)^(2/3): {X_eff:.3f}")
print(f"K: {K:.4f} meV^1.5")
print(f"coefficient of E^-4 term: {K2:.3f} meV^3")
print(f"profile maximum at detuning: {peak_energy:.2f} meV")
for e in (5.0, 10.0, 20.0, 40.0, 80.0):
    value = profile(e)
    print(f"E={e:g} meV: S={value:.4e} /meV, "
          f"S/(K E^-5/2)={value / (K * e ** -2.5):.4f}, "
          f"slope={slope(e):.4f}")
print(f"slope at 1000 meV (mathematical limit only): {slope(1000.0):.4f}")
print(f"S(80 meV) ratio when density doubles: {density_ratio:.4f}")
print(f"one-sided wing beyond 10 meV, random ions: {wing_mc:.5f}")
print(f"one-sided wing beyond 10 meV, profile: {wing_profile:.5f}")
print(f"same from K law alone: {(2 / 3) * K * 10 ** -1.5:.5f}")
print(f"ion distance at 20 meV: {ion_radius(20) * 1e9:.2f} nm")
print(f"ion distance at 80 meV: {ion_radius(80) * 1e9:.2f} nm")
print(f"orbit scale 16 a0: {16 * a0 * 1e9:.3f} nm")
print(f"electron Debye length: {debye * 1e9:.1f} nm")
print(f"screened/bare ion field at 20 meV distance: {screening:.4f}")
print(f"quasistatic scale, ions: {ion_limit:.3f} meV")
print(f"quasistatic scale, electrons: {electron_limit:.1f} meV")
print(f"Doppler standard deviation: {doppler:.4f} meV")
print(f"n=2 fine-structure splitting: {fine:.4f} meV")
print(f"line energy: {line_energy / sc.e:.4f} eV")
print(f"wavelength: {wavelength:.2f} nm")
print(f"20 meV as wavelength: {wavelength * 20 * meV / line_energy:.2f} nm")
print("all assertions hold")
```

It prints:

```
integral in exponent, quadrature: 0.668434
4 sqrt(2 pi)/15: 0.668434
F0/(C n^(2/3)): 2.6031
wing coefficients of H: 1.4960 (b^-5/2), 7.6394 (b^-4)
most probable beta: 1.608
P(beta<1): random ions 0.1095, formula 0.1086
P(beta<2): random ions 0.4512, formula 0.4518
P(beta<4): random ions 0.8289, formula 0.8295
P(beta<10): random ions 0.9656, formula 0.9658
random configurations: 200000
median |F-F_nearest|/F, beta>20: 0.063
median |F-F_nearest|/F, 1<beta<2: 0.869
ion density: 1.0e+22 m^-3; temperature: 10000 K
F0: 1.7398e+06 V/m
shift per unit X at F0: 0.13810 meV
H-beta weight at X=0: 1.0e-32
H-beta weight at X=+2 (same at -2): 0.03050
H-beta weight at X=+4 (same at -4): 0.18182
H-beta weight at X=+6 (same at -6): 0.13337
H-beta weight at X=+8 (same at -8): 0.07656
H-beta weight at X=+10 (same at -10): 0.07436
H-beta weight at X=+12 (same at -12): 0.00319
H-beta weight at X=+14 (same at -14): 0.00020
sum over X>0 of p X^1.5: 7.7278
effective X = (2 sum)^(2/3): 6.205
K: 0.5933 meV^1.5
coefficient of E^-4 term: 3.226 meV^3
profile maximum at detuning: 0.99 meV
E=5 meV: S=1.6324e-02 /meV, S/(K E^-5/2)=1.5380, slope=-2.8852
E=10 meV: S=2.2335e-03 /meV, S/(K E^-5/2)=1.1904, slope=-2.7594
E=20 meV: S=3.5266e-04 /meV, S/(K E^-5/2)=1.0632, slope=-2.5926
E=40 meV: S=5.9913e-05 /meV, S/(K E^-5/2)=1.0218, slope=-2.5325
E=80 meV: S=1.0444e-05 /meV, S/(K E^-5/2)=1.0076, slope=-2.5114
slope at 1000 meV (mathematical limit only): -2.5003
S(80 meV) ratio when density doubles: 2.0153
one-sided wing beyond 10 meV, random ions: 0.01368
one-sided wing beyond 10 meV, profile: 0.01366
same from K law alone: 0.01251
ion distance at 20 meV: 5.95 nm
ion distance at 80 meV: 2.98 nm
orbit scale 16 a0: 0.847 nm
electron Debye length: 69.0 nm
screened/bare ion field at 20 meV distance: 0.9965
quasistatic scale, ions: 0.257 meV
quasistatic scale, electrons: 235.8 meV
Doppler standard deviation: 0.0773 meV
n=2 fine-structure splitting: 0.0453 meV
line energy: 2.5511 eV
wavelength: 486.01 nm
20 meV as wavelength: 3.81 nm
all assertions hold
```
